Spin-component scaling of closed-shell direct RPA has only one factor

Suppose the direct random-phase approximation (dRPA) correlation energy E_c of a closed-shell system is split into an opposite-spin part E_os and a same-spin part E_ss, and each part is multiplied by its own coefficient. This looks like a method with two adjustable parameters. It has one, because the two parts are equal:

E_os = E_ss = E_c/2,

c_os E_os + c_ss E_ss = ½(c_os + c_ss) E_c.

Here "closed shell" means that up and down electrons have the same orbitals, orbital energies and occupations. The split is made by the spins of the two electron-hole pairs joined by the interaction in the energy expression, and the coefficients are applied after the dRPA problem has been solved. Later sections show what can happen when these conditions are dropped. The orbital energies enter only through the gaps, so a uniform shift of the levels of one spin at fixed occupations changes nothing.

**The energy being split**

Let p = (i→a, σ) label the excitation of an electron of spin σ from an occupied orbital i to an empty orbital a. The orbitals are real. The diagonal matrix D holds the gaps D_p = ε_a − ε_i > 0. The matrix K holds the direct Coulomb integrals between pair densities φ_iφ_a,

K_pq = (ia|jb), with q = (j→b, σ').

The Coulomb interaction does not act on spin, so when both spins use the same orbitals K_pq has the same value for all four choices of σ and σ'. As the interaction energy of charge distributions, K has no negative eigenvalue.

Direct RPA treats the excitations as coupled oscillators. With A = D + K and B = K, its equations are

A X + B Y = X Ω,
B X + A Y = −Y Ω,

where the columns of X and Y are the modes and the diagonal matrix Ω holds their positive energies ħω. The correlation energy is the zero-point energy with the zeroth- and first-order terms in K removed:

E_c = ½[Tr Ω − Tr(D + K)].

Adding and subtracting the two mode equations, and using A − B = D, gives

(D + 2K)(X + Y) = (X − Y) Ω,
D (X − Y) = (X + Y) Ω.

The second line gives X − Y = D⁻¹(X + Y)Ω. Put this into the first and write X + Y = D^½ Z Ω^−½:

M Z = Z Ω², M = D^½(D + 2K)D^½.

M is symmetric and positive, so Ω is real and positive and Z can be chosen orthogonal. Then X − Y = D^−½ Z Ω^½, hence (X − Y)ᵀ(X + Y) = 1. Adding this equation to its transpose and halving gives XᵀX − YᵀY = 1. If Xc = 0 for some vector c, this would require −|Yc|² = |c|², so c = 0. Thus X has an inverse, and the amplitude matrix T = YX⁻¹ exists.

Multiply the first mode equation by X⁻¹ from the right:

A + B T = X Ω X⁻¹.

Its trace is Tr A + Tr(BT) = Tr Ω. Therefore

E_c = ½ Tr(K T) = ½ Σ_pq K_pq T_qp.

This is the sum to be split: terms in which p and q have equal spins form E_ss, and the others form E_os.

**A counter-example with six electrons**

Take a chain of six sites with hopping 3.0 eV, spacing 1.5 Å, and the first site lowered by 2.0 eV. Electrons on sites a distance R apart interact through

v(R) = e²/√(R² + s²), s = 1.5 Å.

In Gaussian units e² = 14.400 eV Å, so v = 14.400/1.5 = 9.600 eV on one site and 14.400/(1.5√2) = 6.788 eV between neighbours. The hopping Hamiltonian is taken as the given mean-field reference. Its orbital energies are −5.598, −4.208, −1.892, 0.880, 3.486 and 5.333 eV. Three electrons of each spin fill the lowest three orbitals, leaving a gap of 0.880 + 1.892 = 2.772 eV. There are 3 × 3 = 9 excitations per spin, so the matrices are 18 × 18. Solving the full problem, with both spins kept, gives

E_os = −0.3698 eV, E_ss = −0.3698 eV,
E_c = −0.7396 eV = −0.02718 hartree.

Now try three pairs of coefficients (c_os, c_ss) with very different balances:

(1.2, 0.4): 1.2(−0.3698) + 0.4(−0.3698) = −0.5917 eV
(0.4, 1.2): 0.4(−0.3698) + 1.2(−0.3698) = −0.5917 eV
(1.6, 0.0): 1.6(−0.3698) = −0.5917 eV

All three are 0.8 E_c. Even deleting the same-spin part has no effect that an overall factor could not reproduce.

For contrast, put three up and one down electron into the same orbitals. Then E_os = −0.3077 eV and E_ss = −0.4578 eV, and the three choices give −0.5524, −0.6725 and −0.4923 eV. Here the two coefficients do different work.

**Proof for a closed shell**

Let d and k be the gap and interaction matrices of one spin. In the order (up, down),

D = [d 0; 0 d], K = [k k; k k],

where a semicolon starts a new row of blocks. Form the sum and difference of the up and down versions of each excitation, each divided by √2. In this basis

D → [d 0; 0 d], K → [2k 0; 0 0].

The entry 2k arises because the four equal blocks add and are divided by (√2)². In the other three places they cancel. Physically, in the sum combination both spins move charge together. In the difference combination the two charge displacements cancel, so the direct Coulomb interaction does not see it.

The modes therefore separate. In the difference block A = d and B = 0, and the second mode equation reads dY = −YΩ. For each element,

(d_p + Ω_q) Y_pq = 0.

Both energies are positive, so Y = 0 and the difference block of T vanishes. Call the sum block T₊. Returning to up and down excitations,

T = ½[T₊ T₊; T₊ T₊].

All four spin blocks are equal, so each contributes ½ Tr(k·½T₊) = ¼ Tr(kT₊) to the energy. Two blocks belong to E_os and two to E_ss:

E_os = E_ss = ½ Tr(k T₊).

This proves the statement. In the chain, the largest difference between corresponding up-up and up-down amplitudes is 1.2 × 10⁻¹⁵, which is rounding error. This element-by-element comparison needs the same orbital signs for both spins. Reversing the sign of an orbital in one spin changes the signs of some amplitudes, but K changes with them and the energies stay as they were.

**Equality at each order**

Replace K by λK. The proof holds for every λ ≥ 0, so E_os(λ) = E_ss(λ). Near λ = 0 both are power series, because D is positive and M is then a small change of the positive matrix D². Two equal power series have equal coefficients, so the parts agree at each order n ≥ 2.

Second order can be seen directly. Multiply the equation A + BT = XΩX⁻¹ by T from the left. Since TX = Y, the right side becomes YΩX⁻¹, which by the second mode equation is −(B + AT). Hence

K + (D + K)T + T(D + K) + T K T = 0.

To first order in K this is K + DT + TD = 0, so T_pq = −K_pq/(D_p + D_q), and

E⁽²⁾ = −½ Σ_pq K_pq²/(D_p + D_q).

Changing the spin of q alone alters neither K_pq nor D_q in a closed shell. Same-spin and opposite-spin terms thus match one by one.

For the chain, each part is −0.5613, 0.3427, −0.3012, 0.3209 and −0.3835 eV at orders two to six. The terms alternate and have begun to grow, so adding them is no way to obtain the total. The value −0.3698 eV comes from solving the mode equations.

The smallest case shows how such growth can arise. With one excitation per spin, d and k are numbers, and the sum mode has Ω² = d(d + 4k). The difference mode has Ω = d and contributes no correlation energy. Hence

E_c = ½[√(d² + 4dk) − d − 2k].

For k ≪ d this is −k²/d + 2k³/d² − …, half of it in each spin part. The square root has a branch point at k = −d/4, so the series converges only for k ≤ d/4, although the formula is finite for every positive k. For k ≫ d the leading terms of the energy are −k + √(dk) − d/2, and the halves are still equal.

**A different division that is not half and half**

A term of order n can be drawn as a ring of n excitations ("bubbles"), each with its own spin. One could call a ring "same-spin" only if all its bubbles have one spin. That is another division. To compare them, define for one spatial set of excitations

f(x) = ½[Tr Ω(x) − Tr(d + xk)],

where Ω(x) belongs to the interaction xk. The closed shell has E_c = f(2), from the sum block. Up electrons alone would give f(1), and so would down electrons. If f(x) = Σ f_n xⁿ, the fraction of order n in rings of a single spin is

2f_n/(2ⁿf_n) = 2^(1−n).

It is one half at second order but one quarter at third. Scaling these two classes separately would give two independent parameters. The equality of halves belongs to the pair split.

**Open shells and spin-polarized references**

If the two spins have different gaps or pair densities, the matching of terms is in general lost. At second order the sign of the imbalance is fixed. Let s_p = +1 for up and −1 for down excitations. The product s_p s_q is +1 for same-spin and −1 for opposite-spin terms, so

E_ss⁽²⁾ − E_os⁽²⁾ = −½ Σ_pq s_p s_q K_pq²/(D_p + D_q).

Since K has no negative eigenvalue, it can be written K_pq = Σ_μ L_pμ L_qμ. Use also 1/(D_p + D_q) = ∫₀^∞ dt e^(−D_p t) e^(−D_q t). The sum over p and q then becomes a sum of squares:

E_ss⁽²⁾ − E_os⁽²⁾ = −½ ∫₀^∞ dt Σ_μν [Σ_p s_p L_pμ L_pν e^(−D_p t)]² ≤ 0.

At this order the same-spin part is at least as negative as the opposite-spin part, with equality when the up and down sums cancel, as they do in a closed shell. The full result for three up and one down electron has the same sign: −0.4578 against −0.3077 eV.

Beyond second order, an open-shell split also needs a stated convention. Another expression for the same total follows by differentiating E_c with respect to λ. With M_λ = D² + 2λD^½KD^½ and Tr Ω = Tr M_λ^½,

dE_c/dλ = ¼ Tr[M_λ^−½ · 2D^½KD^½] − ½ Tr K = ½ Tr[K(G_λ − 1)],

G_λ = D^½ M_λ^−½ D^½.

Integrating from λ = 0 to 1 gives E_c, and the trace can again be split by spin. In a closed shell the difference block has M_λ = d² and G_λ = 1. Only the sum block of G_λ − 1 survives, and the parts are equal as before. For three up and one down electron this split gives E_os = −0.3036 and E_ss = −0.4619 eV. The total, −0.7655 eV, is unchanged, but each part has moved by about 0.004 eV.

Equal numbers of up and down electrons are not enough. Put two electrons of each spin on the chain and apply a site-alternating field of 1.0 eV with opposite signs for the two spins. The orbitals now differ, and the coupling-strength split gives −0.3839 eV for opposite spins and −0.4336 eV for same spins. This reference has S_z = 0 but a nonzero spin density, so it is not a singlet. Different orbitals do not by themselves force unequal parts, because the proof needs only equal gaps for the two spins and four equal spin blocks of K, the up-down blocks included; equal pair densities guarantee the latter. Equal up-up and down-down blocks alone are not enough. With two electrons per spin and no shift of the first site, the up and down Hamiltonians are mirror images, so those two blocks agree, but the up-down block differs and the parts are unequal. With three electrons per spin and no shift of the first site, changing the sign of the orbitals on alternate sites turns the up Hamiltonian into minus the down Hamiltonian. Each up excitation then maps onto a down excitation with the same gap and pair density, and the parts stay equal despite the field. The lowered first site breaks that symmetry, and so does a filling of two electrons per spin.

**What this means for fitting**

Fitting c_os and c_ss to closed-shell energies uses rows of the form (E_c/2, E_c/2). Differences between closed-shell energies have the same form. Such data determine c_os + c_ss and say nothing about c_os − c_ss. For closed chains with two, four and six electrons, the smaller singular value of the table is zero to rounding. Adding the open-shell case, split by the amplitudes T, raises its ratio to the larger one to 0.081 (the coupling-strength split gives 0.085). Both coefficients can then be found, but errors in the data are amplified about 1/0.081 ≈ 12 times more in the poorly determined combination than in the well determined one.

**Exchange and self-interaction**

One electron has no correlation energy. On the chain, dRPA nevertheless gives it −0.3163 eV, all of it same-spin, because the electron's density fluctuation interacts with itself. An exchange term acting within each spin can be added:

E_x = −½ Σ_σ Σ_ijab (ib|ja) T_(iaσ, jbσ).

With one occupied orbital per spin, i = j and (ib|ia) = (ia|ib). The exchange term then cancels E_ss exactly. For one up and one down electron, E_ss goes from −0.4615 eV to zero, while E_os stays at −0.4615 eV.

For these two electrons, setting c_ss = 0 and c_os = 1 gives the same energy as adding exchange, and yet it merely halves dRPA. With six electrons the two operations differ. Exchange reduces E_ss from −0.3698 to −0.0699 eV but does not remove it, because distinct electrons of equal spin still correlate. The total with exchange is −0.3698 − 0.0699 = −0.4397 eV, whereas deleting E_ss leaves −0.3698 eV. Once exchange is included the parts are no longer equal, and separate coefficients have separate effects even for closed shells, except for two electrons, where the same-spin part is zero and c_ss has nothing to scale.

**Scaling before solving**

The order of operations matters too. Multiply the same-spin blocks of K by k_s and the opposite-spin blocks by k_o, and then solve. The sum block has interaction (k_s + k_o)k and the difference block (k_s − k_o)k, so

E = f(k_s + k_o) + f(k_s − k_o),

provided all Ω² stay positive. The difference modes now contribute, and there are two real parameters. Since f(x) has no term linear in x, the energy at fixed k_s + k_o has zero slope in k_s − k_o at k_s = k_o, so near ordinary dRPA this second parameter acts only at second order. With k_s + k_o = 2 throughout, the six-electron chain gives

(k_s, k_o) = (1.0, 1.0): −0.7396 eV
(k_s, k_o) = (1.1, 0.9): −0.7502 eV
(k_s, k_o) = (0.9, 1.1): −0.7515 eV

The shifts from the first line are f(0.2) = −0.0106 eV and f(−0.2) = −0.0120 eV. Their common part follows from second order, where 4f₂ = 2(−0.5613) eV gives f₂ = −0.2806 eV and f₂(0.2)² = −0.0112 eV. The third-order coefficient is f₃ = 2(0.3427)/8 = 0.0857 eV, and f₃(±0.2)³ = ±0.0007 eV accounts for most of the difference between them. This is a changed interaction inside the dRPA equations, not a rescaling of finished spin components.

All energies here are dRPA results, with or without the stated exchange term, for a model chain with a fixed reference. They are not its exact correlation energies. The full values are in the numerical output below.

Values computed for the example and the checks

```
sites: 6; hopping: 3.0 eV
spacing: 1.5 A; softening: 1.5 A
first-site energy: -2.0 eV
Gaussian e^2: 14.3996 eV A
interaction, same site: 9.5998 eV
interaction, neighbours: 6.7881 eV
orbital energies (eV): [-5.5982 -4.2081 -1.8924  0.8795  3.4859  5.3334]
closed 3up,3down: E_os = -0.369785 eV
closed 3up,3down: E_ss = -0.369785 eV
closed total dRPA = -0.739570 eV
closed total dRPA = -0.027179 hartree
largest T_upup - T_updown: 1.2e-15 (no unit)
order: E_os, E_ss in eV; all-one-spin ring fraction
  2: -0.561268, -0.561268; 0.50000
  3: 0.342677, 0.342677; 0.25000
  4: -0.301197, -0.301197; 0.12500
  5: 0.320878, 0.320878; 0.06250
  6: -0.383539, -0.383539; 0.03125
open 3up,1down, amplitude split (eV):
  E_os = -0.307686, E_ss = -0.457826
open 3up,1down, coupling-strength split (eV):
  E_os = -0.303648, E_ss = -0.461863
open total dRPA = -0.765512 eV
polarized 2up,2down, staggered field 1.0 eV,
  coupling-strength split (eV):
  E_os = -0.383871, E_ss = -0.433550
scaled parts: c_os, c_ss; closed, open energy (eV)
  1.2, 0.4; -0.591656, -0.552353
  0.4, 1.2; -0.591656, -0.672465
  1.6, 0.0; -0.591656, -0.492297
singular-value ratio of energy tables (no unit):
  closed shells only: 1.7e-15
  with the open shell: 0.0810
  closed, with exchange: 0.0774
closed E_ss with exchange = -0.069930 eV
1up,1down: E_os = -0.461502 eV
1up,1down: E_ss = -0.461502 eV
1up,1down: E_ss with exchange = 0.000000 eV
one electron: dRPA = -0.316276 eV
one electron, with exchange = 0.000000 eV
kernel scaled first: k_s, k_o; closed energy (eV)
  1.0, 1.0; -0.739570
  1.1, 0.9; -0.750165
  0.9, 1.1; -0.751549
```
